# Charge-Pumping Current of a Single Interface Trap

## Problem

A small n-channel MOS transistor has a gate 100 nm wide and 50 nm long on a 5 nm oxide. Source, drain and substrate are held at the same potential. The gate is pulsed at $f=1$ MHz between inversion, where electrons fill the surface channel, and accumulation, where holes gather at the surface. The mean current at the substrate contact is measured, and the smallest mean current that can be resolved is 10 fA.

The interface holds one trap with a single level, which is either empty or occupied by one electron.

1. What current flows if the trap transfers one electron per cycle? How does it compare with the floor, and how low may the frequency be?
2. Does a trap at midgap really transfer one electron per cycle?
3. What remains if the level lies 0.30 eV above midgap, at 300 K and at 358 K (85 °C)?
4. What remains if the trap sits 1 nm inside the oxide?
5. Could gate leakage or leftover channel charge hide or imitate the signal?

**Data.** All are round, rough values in the regime of small-area MOS transistors. Each gate edge lasts 30 ns and each flat part of the pulse 470 ns. The swing is 3 V: 1 V below flat band, 1 V between flat band and threshold, and 1 V above threshold. The majority surface density is $10^{18}$ cm$^{-3}$ in the flat parts and $10^{17}$ cm$^{-3}$ at threshold and at flat band. The capture cross-section is $10^{-15}$ cm$^2$ and the thermal speed at 300 K is $10^7$ cm/s, for both carriers. The intrinsic density at 300 K is $n_i=10^{10}$ cm$^{-3}$ and the band gap is 1.12 eV.

## 1. The current and the floor

In inversion the trap captures an electron, which source and drain have supplied. In accumulation it captures a hole from the substrate, and the electron and hole recombine. The trap is empty again, and one charge $q$ has passed between source/drain and substrate. This happens once per period $1/f$, so the magnitude of the mean current is

$$I=\frac{q}{1/f}=qf=(1.602\times10^{-19}\ \text{C})(10^{6}\ \text{s}^{-1})=1.60\times10^{-13}\ \text{A}=0.16\ \text{pA}.$$

The gate also drives charging currents, but these average to zero: the stored charge is the same at the end of a period as at its start, provided that the channel electrons leave through the contacts by which they came. Part 5 examines that proviso.

In the unit of the floor the current is 160 fA, so

$$\frac{I}{I_{\rm floor}}=\frac{160.2}{10}=16.$$

This is a signal-to-noise ratio only if the floor is itself a noise level for the chosen averaging time. Setting $qf=I_{\rm floor}$ gives the lowest usable frequency,

$$f_{\min}=\frac{I_{\rm floor}}{q}=\frac{10^{-14}}{1.602\times10^{-19}}\ \text{s}^{-1}=62.4\ \text{kHz}.$$

If the trap transfers on average a net number $P$ of electrons per cycle, the current is

$$I=qfP .$$

The remaining questions about the trap are questions about $P$.

## 2. Is the transfer complete?

**Capture.** Let $\theta$ be the probability that the trap is occupied, and let $c_n$ and $c_p$ be the capture rates for electrons in the high phase and holes in the low phase. Leave emission aside for the moment. In the high phase an empty trap fills at the rate $c_n$:

$$\frac{d\theta}{dt}=c_n(1-\theta)\quad\Rightarrow\quad 1-\theta_H=(1-\theta_L)\,a,\qquad a=e^{-c_nt}.$$

Here $t$ is the length of the flat part, and $\theta_L$ and $\theta_H$ are the occupations at the ends of the low and high phases. In the low phase $d\theta/dt=-c_p\theta$, so

$$\theta_L=\theta_H\,b,\qquad b=e^{-c_pt}.$$

In the periodic state both relations hold together. Inserting the second into the first,

$$\theta_H=1-a+ab\,\theta_H\quad\Rightarrow\quad\theta_H=\frac{1-a}{1-ab}.$$

The number of electrons captured per cycle is the rise in occupation during the high phase:

$$P=\theta_H-\theta_L=\theta_H(1-b)=\frac{(1-a)(1-b)}{1-ab}.$$

The denominator exceeds the numerator by $a(1-b)+b(1-a)\ge0$, so $P\le1$ for this single level. For equal rates, $a=b$ and

$$P=\frac{(1-a)^2}{(1-a)(1+a)}=\frac{1-e^{-ct}}{1+e^{-ct}}=\tanh\frac{ct}{2}.$$

The capture coefficient is cross-section times thermal speed, $k=10^{-15}\times10^{7}=10^{-8}$ cm$^3$/s. Multiplied by the surface density it gives $c=10^{-8}\times10^{18}=10^{10}$ s$^{-1}$, a capture time of 0.10 ns. The flat part lasts 4700 such times, so missed captures are negligible.

**Emission.** On an edge, between threshold and flat band, neither carrier is plentiful at the surface. This interval takes one third of the edge, $t_{\rm em}=30\times1/3=10$ ns. A trapped electron may then escape to the conduction band and return to source and drain.

The emission rate follows from equilibrium, where capture and emission balance: $kn(1-\theta)=e_n\theta$. Measure the trap energy $E$ and the Fermi energy $E_F$ from the intrinsic level, which is called midgap here. In silicon the two differ by up to about 13 meV, depending on the densities of states used, and such an offset would change an emission rate by up to a factor of about 1.6. With the Fermi function for $\theta$ (spin degeneracy of the trap ignored), $(1-\theta)/\theta=e^{(E-E_F)/k_BT}$, while $n=n_ie^{E_F/k_BT}$. The Fermi energy cancels:

$$e_n=kn\,\frac{1-\theta}{\theta}=k\,n_i\,e^{E/k_BT}.$$

The same argument for holes, with $kp\,\theta=e_p(1-\theta)$ and $p=n_ie^{-E_F/k_BT}$, gives $e_p=k\,n_i\,e^{-E/k_BT}$.

Let capture be complete in both flat parts, and let $s_n=e^{-e_nt_{\rm em}}$ and $s_p=e^{-e_pt_{\rm em}}$ be the probabilities that no emission occurs. On the falling edge the full trap returns its electron to the conduction band with probability $1-s_n$. On the rising edge the empty trap emits a hole, which means that it takes an electron from the valence band, with probability $1-s_p$. The channel then has an empty trap to fill only with probability $s_p$. The net number drawn from the conduction band is

$$P=s_p-(1-s_n)=s_n+s_p-1 .$$

This form takes one kind of emission on each edge. The other kind is negligible for the device cases below, because at midgap both are tiny and well above midgap $e_p\ll e_n$.

At midgap $e_n=e_p=10^{-8}\times10^{10}=100$ s$^{-1}$. Each edge loses a fraction $100\times10^{-8}=10^{-6}$, so $P=1-2\times10^{-6}$. The answer to question 2 is yes.

**Tests of the two formulas.** Individual traps were simulated with random waiting times. The simulation also allows only one kind of emission on each edge, so it tests the algebra and not that simplification; the continuous sweep below does without it. For $c_n=2\times10^6$ s$^{-1}$, $c_p=4\times10^6$ s$^{-1}$ and no emission, the capture formula gives 0.5491 and the simulation 0.5500. For $e_n=4\times10^7$ s$^{-1}$, $e_p=3\times10^7$ s$^{-1}$ and fast capture, the edge formula gives 0.4111 and the simulation 0.4117.

**A continuous sweep.** The division into separate phases can be dropped by integrating

$$\frac{d\theta}{dt}=(c_n+e_p)(1-\theta)-(e_n+c_p)\theta$$

over the whole pulse, with $c_n=kn$, $c_p=kp$ and $np=n_i^2$. The logarithm of the surface density is taken as linear in gate voltage between the values given in the data. That is a model of the surface, not a solution of its electrostatics. For the midgap trap the sweep gives $P=0.999998$, in agreement with the estimate.

## 3. A level 0.30 eV above midgap

At 300 K, $k_BT=0.02585$ eV and

$$e_n=100\,e^{0.30/0.02585}=1.1\times10^7\ \text{s}^{-1},\qquad e_nt_{\rm em}=0.11,\qquad P\approx s_n=0.896 .$$

The continuous sweep gives 0.886. It corresponds to an emission time of $-\ln(0.886)/e_n\approx11$ ns instead of 10 ns. An excess of this size is expected: at threshold and flat band the density is $10^{17}$ cm$^{-3}$, capture there takes 1 ns, and emission is not cut off sharply. The current is $0.160\times0.886=0.142$ pA.

At 358 K two quantities change. The intrinsic density follows

$$n_i(T)=n_i(300)\left(\frac{T}{300}\right)^{3/2}\exp\left[-\frac{E_g}{2k_B}\left(\frac1T-\frac1{300}\right)\right],$$

which raises it by a factor of about 44, and the thermal speed grows as $\sqrt T$, by a factor of 1.09. The gap, the trap energy, the cross-section and the surface densities at the ends of each interval are held fixed. Then $kn_i\approx4.8\times10^3$ s$^{-1}$, and with $k_BT=0.03085$ eV

$$e_n\approx4.8\times10^3\,e^{0.30/0.03085}\approx8\times10^7\ \text{s}^{-1},\qquad P\approx0.451 .$$

The sweep gives 0.429 and a current of 0.069 pA. The trap is still visible, but more than half of its signal is gone. The fixed gap understates the rise of $n_i$: an empirical fit for silicon gives a factor of about 59 instead of 44, which lowers $P$ to about 0.34 (0.32 in the sweep, 0.05 pA).

**Which levels take part?** Put the edge of the active window where $e_nt_{\rm em}=1$ and $P$ has fallen to about $1/e$, that is, at

$$E_0=k_BT\ln\frac{1}{k\,n_i\,t_{\rm em}}=0.02585\ln(10^6)=0.357\ \text{eV}$$

above midgap at 300 K, and by symmetry equally far below. The sharp-edged window is 0.714 eV wide. The loss is gradual, however. With $z=e_nt_{\rm em}$, so that $dE=k_BT\,dz/z$, the upper half contributes

$$\int_0^\infty s_n\,dE=k_BT\int_{e^{-E_0/k_BT}}^\infty\frac{e^{-z}}{z}\,dz\approx E_0-0.577\,k_BT ,$$

by the expansion of the exponential integral at small lower limit. Two halves give 0.684 eV, and integrating $P$ from the continuous sweep gives 0.680 eV.

This width tells how often a device has just one active trap. Take a trap density of $10^{10}$ cm$^{-2}$ eV$^{-1}$, uniform in energy. The gate area is $5\times10^{-11}$ cm$^2$, so the mean number is $10^{10}\times5\times10^{-11}\times0.680=0.34$. For independently placed traps the chance of exactly one is $0.34\,e^{-0.34}=0.24$, about one device in four.

## 4. A trap 1 nm inside the oxide

A carrier must now tunnel to reach the trap. For a flat barrier of height $\phi=3.1$ eV and an effective mass $m=0.42\,m_e$ the wave amplitude decays as $e^{-\kappa x}$, with

$$\kappa=\frac{\sqrt{2m\phi}}{\hbar}=5.85\ \text{nm}^{-1}.$$

The capture rate follows the squared amplitude and falls by $e^{2\kappa x}=1.2\times10^5$ at $x=1$ nm. The capture time grows from 0.10 ns to 12 µs, much longer than the flat part. Let holes be slowed by the same factor. Then

$$P=\tanh\frac{ct}{2}=\tanh\frac{0.47}{2\times12.0}\approx0.020,\qquad I=3.15\ \text{fA}.$$

This is about a third of the floor. The continuous sweep gives 3.20 fA, slightly more, because some capture also takes place on the parts of the edges outside the depleted interval. If holes face a higher barrier, as they normally do, the current is smaller: $P$ is symmetric in $a$ and $b$, and

$$\frac{\partial P}{\partial a}=-\frac{(1-b)^2}{(1-ab)^2}\le0,$$

so slowing either capture lowers $P$.

Could a higher frequency help? Keep the pulse shape fixed, so that each flat part is the fraction $\alpha=0.47$ of the period and $t=\alpha/f$. Since $\tanh x\le x$ for $x\ge0$,

$$I=qf\tanh\frac{c\alpha}{2f}\le\frac{qc\alpha}{2}.$$

The right side does not contain $f$. At 1 MHz the argument is already small and the current is close to this ceiling: each cycle is shorter, and the chance of capture in it falls in proportion. The sweep at 10 MHz, with edges shortened to 3 ns, again gives 3.20 fA. Detecting this trap requires a lower floor or a higher surface density, which raises $c$.

At 1 MHz the signal meets the floor when $P=10/160.2=0.0624$. Then $ct=2\,\text{artanh}(0.0624)=0.125$ and $c=0.125/(470\ \text{ns})=2.7\times10^5$ s$^{-1}$, so the depth is

$$x=\frac{1}{2\kappa}\ln\frac{10^{10}}{2.7\times10^5}=0.90\ \text{nm}.$$

For these values, then, the measurement sees traps at the interface and less than about 0.9 nm beyond it. With a hole barrier of about 4.7 eV and the same mass, the trap at 1 nm would carry only about 0.4 fA and the limit would be about 0.77 nm.

## The cases together

The values of $P$ and $I$ are those of the continuous sweep at 1 MHz.

| Trap | $P$ | $I$ (pA) | $I/I_{\rm floor}$ |
|---|---:|---:|---:|
| Midgap, 300 K | 1.00 | 0.160 | 16 |
| +0.30 eV, 300 K | 0.886 | 0.142 | 14 |
| +0.30 eV, 358 K | 0.429 | 0.069 | 6.9 |
| Midgap, 1 nm deep, 300 K | 0.020 | 0.0032 | 0.32 |

## 5. Currents that could hide or imitate the trap

**Gate leakage.** In accumulation, electrons from an n-type gate can tunnel through the oxide into the substrate. Those that source and drain do not collect add to the measured current; the estimate below counts them all. Let $V=1.0$ V drop across an oxide of thickness $d$, so that the barrier falls linearly from $\phi$ to $\phi-qV$. The semiclassical transmission is $e^{-B}$, with

$$B=\frac{2\sqrt{2m}}{\hbar}\int_0^d\sqrt{\phi-\frac{qVx}{d}}\,dx=\frac{4\sqrt{2m}\,d}{3\hbar qV}\left[\phi^{3/2}-(\phi-qV)^{3/2}\right].$$

This gives $B=53.5$ for 5 nm and $B=21.4$ for 2 nm.

For the supply, treat the gate as a degenerate electron gas with Fermi energy $\varepsilon=0.1$ eV, Fermi wave number $k_F$ and free-electron mass. The current density striking the oxide is the sum of $q\hbar k_z/m_e$ over the forward half of the Fermi sphere, whose slice at $k_z$ has the area $\pi(k_F^2-k_z^2)$:

$$J_0=\frac{2q}{(2\pi)^3}\int_0^{k_F}\frac{\hbar k_z}{m_e}\,\pi(k_F^2-k_z^2)\,dk_z=\frac{q\hbar k_F^4}{16\pi^2m_e}=\frac{qm_e\varepsilon^2}{4\pi^2\hbar^3}.$$

The last step uses $k_F^2=2m_e\varepsilon/\hbar^2$. Numerically $J_0=8.1\times10^7$ A/cm$^2$. Multiplying by the gate area, by the fraction 0.47 of time spent in the low flat part and by $e^{-B}$ gives about $10^{-26}$ A for 5 nm, which is negligible, and about 1 pA for 2 nm, several times the trap signal. These are order-of-magnitude estimates, since every electron is given the transmission at the Fermi energy and leakage through oxide defects is left out.

A leaky oxide does not rule out the measurement in principle. With the same pulse shape at two frequencies this leakage is the same, while the current of a fully pumped trap changes by $q\,\Delta f$. The difference removes the leakage if it is steady enough, but not a charge that passes once per cycle, such as the one considered next.

**Leftover channel charge.** At 1 V above threshold the channel holds $CV/q=216$ electrons, where $C$ is the oxide capacitance with relative permittivity 3.9. If one of them per cycle failed to reach source or drain and recombined in the substrate, it would look just like a trap. Between two absorbing contacts a distance $L$ apart, the slowest diffusion mode is $\sin(\pi x/L)\,e^{-t/\tau}$. Inserting it into the diffusion equation gives

$$\tau=\frac{L^2}{\pi^2D},\qquad D=\frac{\mu k_BT}{q}.$$

For a mobility of 300 cm$^2$/Vs, $\tau=0.33$ ps at $L=50$ nm. So short a channel is only a few mean free paths long, and the diffusion formula then underestimates the time, because electrons reach the contacts at a finite speed and the density at the channel ends does not vanish. A random walk at $10^7$ cm/s with the same $D$ decays in 0.5 to 0.7 ps. Either time is far below the nanoseconds of the pulse. The gate takes 10 ns to fall from its top to threshold, so the channel empties in time. The mutual repulsion of the electrons, left out here, speeds the emptying further while the gate is above threshold. At $L=10$ µm, $\tau=13$ ns. Charge still left at threshold then has only 10 ns, less than $\tau$, to diffuse out before flat band, and part of it could meet the holes. A long channel needs slower edges, at the price of more emission.

## How far the estimate carries over to real devices

The value $qf$ contains no material parameter; the material enters through $P$. Capture cross-sections vary by orders of magnitude between defects. With $10^{-17}$ cm$^2$ instead of $10^{-15}$ cm$^2$ the capture time would be 10 ns, still far below 470 ns, and the midgap result would stand. The assumed surface density is a cautious value: the 216 channel electrons of part 5, spread over a layer about 3 nm thick, would give roughly $10^{19}$ cm$^{-3}$. If the densities of both carriers in the flat parts were ten times higher, the trap 1 nm deep would have $P=\tanh(0.197)=0.19$ and carry about 31 fA, above the floor, and the depth limit would move from 0.9 to about 1.1 nm. The assumed trap density is low, typical of a good interface; at ten times that density this gate would hold 3.4 active traps on average, and only about one device in nine would have exactly one. The assumption of one level can also fail. A defect with two levels in the active window can transfer up to two electrons per cycle, which doubles the current to 0.32 pA, the same as two single-level traps. The current alone cannot tell these apart. The surface model is also that of a long channel. A hole density of $10^{17}$ cm$^{-3}$ at flat band means a substrate doping of $10^{17}$ cm$^{-3}$, for which the source and drain depletion regions are about 110 nm wide and overlap a 50 nm channel. A two-dimensional Poisson solution with 20 nm deep junctions then widens the depleted interval at the channel centre from 1 V to about 1.5 V and lowers $P$ at +0.30 eV from 0.886 to about 0.85. Only a little over half of the channel reaches $10^{17}$ holes per cm$^3$ in accumulation, so the trap count based on the whole gate area is too high. The midgap result is unchanged for a trap near the centre. Finally, the method needs a substrate contact to supply the holes, which some memory cells lack.

Two further conditions hold in the example. The oxide field in accumulation is 2 MV/cm for 5 nm and 5 MV/cm for 2 nm, below a rough breakdown field of 10 MV/cm. The assumed surface density is 0.036 of the effective density of states of the conduction band, so Boltzmann statistics are adequate for the model as stated. They are not adequate for a real surface in the flat parts. The estimate of $10^{19}$ cm$^{-3}$ above is already about half of that density of states, and classical electrostatics for a 5 nm oxide gives several $10^{19}$ cm$^{-3}$, which is degenerate. This does not affect the fully pumped traps, but it makes the capture rate of the oxide trap uncertain. The numerical output below lists the values used.

## Computed values

```
Elementary charge: 1.6022e-19 C
Gate frequency: 1.0 MHz
Current of one trap, q f: 0.1602 pA
Same current: 160.2 fA
Measurement floor: 10.0 fA
Signal / floor: 16.02
Lowest usable frequency: 62.4 kHz
Gate width, length: 100, 50 nm
Edge time, flat time: 30, 470 ns
Gate swing, depletion part: 3.0, 1.0 V
Emission time per edge: 10.0 ns
Capture cross-section: 1.0e-15 cm2
Thermal speed at 300 K: 1.0e+07 cm/s
Intrinsic density at 300 K: 1.0e+10 cm-3
Band gap: 1.12 eV
Carrier density in flats: 1.0e+18 cm-3
Density at threshold/flat band: 1.0e+17 cm-3
Capture time in flats: 0.10 ns
Midgap trap, P from rate equation: 0.999998
Test capture case, P formula: 0.5491
Test capture case, P simulated: 0.5500
Test edge case, P formula: 0.4111
Test edge case, P simulated: 0.4117
Higher level above midgap: 0.30 eV
Its P at 300 K, sharp window: 0.896
Its P at 300 K, full sweep: 0.886
Its current at 300 K: 0.142 pA
Its P at 358 K, sharp window: 0.451
Its P at 358 K, full sweep: 0.429
Its current at 358 K: 0.069 pA
Energy half-window estimate: 0.357 eV
Full window from integral of P: 0.680 eV
Trap density: 1.0e+10 cm-2 eV-1
Mean number of active traps: 0.340
Poisson chance of exactly one: 0.242
Oxide barrier: 3.1 eV; mass: 0.42 m_e
Tunnelling decay constant: 5.85 nm-1
Oxide trap depth: 1.0 nm
Its capture slowdown factor: 1.20e+05
Its capture time: 12.0 us
Its P, formula: 0.0197
Its current, formula: 3.15 fA
Its current, full sweep, 1 MHz: 3.20 fA
Its current, full sweep, 10 MHz: 3.20 fA
Depth where signal meets floor: 0.90 nm
Oxide voltage, accumulation: 1.0 V
Gate Fermi energy: 0.1 eV
Oxide field, 5 nm: 2.0 MV/cm
Oxide field, 2 nm: 5.0 MV/cm
Leakage estimate, 5 nm: 1.2e-26 A
Leakage estimate, 2 nm: 1.0 pA
Channel electrons at 1 V overdrive: 216
Channel mobility: 300 cm2/Vs
Channel drain time, 50 nm: 0.33 ps
Channel drain time, 10 um: 13.1 ns
Carrier density / band density: 0.036
```
